# Counting Dangling Bonds in the DAS Model of Si(111)-(7x7)

## Problem

A silicon atom in the crystal has four bonds. When a surface is made, some atoms lose partners. A **dangling bond** is one of an atom's four bonds that has no partner, whatever the number of electrons in its orbital.

Seen along [111], silicon is a stack of bilayers. Each bilayer has a lower and an upper half. An atom in either half has three slanted bonds to the other half of its own bilayer and one vertical bond to the neighbouring bilayer: upward for an upper atom, downward for a lower atom.

Let $\mathbf a_1$ and $\mathbf a_2$ be the shortest lattice vectors of the surface, of equal length $a_s$ and at 60° to each other. The point $i\mathbf a_1+j\mathbf a_2$ is written $(i,j)$. The lower atoms of the top bilayer sit at integer $(i,j)$. These points divide the plane into small triangles of two orientations:

- a B triangle has corners $(p,q),(p+1,q),(p,q+1)$ and centre $(p+\tfrac13,q+\tfrac13)$;
- a C triangle has corners $(p+1,q),(p,q+1),(p+1,q+1)$ and centre $(p+\tfrac23,q+\tfrac23)$.

An upper atom sits over the centre of a small triangle and bonds to the lower atoms at its three corners. In the undisturbed crystal all B triangles are occupied and all C triangles are empty.

The dimer-adatom-stacking-fault (DAS) model has a cell with edges $N\mathbf a_1$ and $N\mathbf a_2$, where $N=2n+1$ is odd. The 7x7 cell has $n=3$. It is built by five rules.

1. The short diagonal from $(N,0)$ to $(0,N)$ cuts the cell into two large triangles. Half I contains the corner $(0,0)$, and half II contains $(N,N)$.
2. In half I the upper atoms occupy the C triangles, which is the stacking fault. In half II they occupy the B triangles.
3. Lower atoms on the boundary lines of the halves, corners excepted, pair up along the line into dimers.
4. The lower atom at the cell corner is missing. This is the corner hole.
5. In half I, adatoms sit above the points $(i,j)$ with $i,j\ge1$ both odd and $i+j\le N-1$. Each bonds to the three upper atoms around it. Half II has the same pattern, turned by $(i,j)\to(N-i,N-j)$.

The surface is clean and free of steps, and the crystal beneath the top bilayer is intact.

**(a)** How many dangling bonds per 7x7 cell does the crystal have if it is simply cut between two bilayers?

**(b)** Count the dangling bonds of the DAS structure without its adatoms.

**(c)** Add the adatoms. Find the total for general $n$ and for 7x7.

**(d)** Does a low count explain why the 7x7 cell is preferred? What does the count say about the electrons?

**(e)** Before a deposition, a wafer at 300 K waits in residual water vapour at $10^{-11}$ Torr. How soon has 1% of the dangling bonds been used up, if every arriving molecule sticks and uses two of them?

## Solution

### (a) The cut crystal

A cut between bilayers breaks the vertical bonds and no others. There is one upper atom, and so one broken vertical bond, per 1x1 cell. An $N\times N$ cell therefore has

$$D_{\rm cut}=N^2=49\qquad(N=7).$$

The place of the cut matters. A cut inside a bilayer would leave lower atoms on top, each without its three slanted bonds, and $3N^2=147$ dangling bonds. The comparison below uses the cut that breaks fewer bonds.

### (b) The framework without adatoms

**Upper atoms.** The C triangles inside half I are those with $p,q\ge0$ and $p+q\le N-2$. For a given $p$ there are $N-1-p$ values of $q$, so their number is

$$\sum_{p=0}^{N-2}(N-1-p)=(N-1)+(N-2)+\dots+1=\frac{N(N-1)}2 .$$

This is 21 for $N=7$. Half II is half I turned by 180°, which exchanges B and C triangles, so it also holds 21 upper atoms. Together there are

$$N(N-1)=42$$

upper atoms, seven fewer than in the cut crystal. Each has its three slanted bonds and lacks its vertical one. They contribute 42 dangling bonds as long as there are no adatoms.

**Lower atoms inside a half.** Six small triangles meet at such a point, three of each orientation. One orientation is occupied, so the atom has three bonds up. With its vertical bond down it has four and lacks none. The inner points of half I satisfy $i,j\ge1$ and $i+j\le N-1$. There are $(N-1)(N-2)/2=15$ of them, hence 30 in both halves.

**Lower atoms on the boundary lines.** Opposite edges of the cell are equivalent, so a cell has three distinct lines: two edges and the short diagonal. Each carries $N-1$ points besides its ends, which makes $3(N-1)=18$ points.

Consider the point $(i,0)$ with $1\le i\le N-1$. Three small triangles meet there on the side of half I. Two are B triangles with a side on the line, and they are empty. The third is a C triangle that touches the line with its tip, and it is occupied. On the other side of the line lies half II of the next cell, where the orientations are exchanged, and again the occupied triangle is the one that touches with its tip. The atom thus has two bonds up and one down, and it lacks one. The other two lines behave in the same way, because the occupied triangles of each half form a pattern with threefold symmetry.

The boundary atoms would therefore add 18 dangling bonds. Pairing neighbours along each line gives every one of them its fourth bond. The number of dimers is

$$\frac{3(N-1)}2=3n=9 .$$

Complete pairing along a line needs $N-1$ to be even. This is why the family has odd $N$.

**The corner.** At a cell corner only the sharp corners of large triangles meet. The small triangle in the corner of half I is a B triangle, and the one in the corner of half II is a C triangle. Both are of the empty kind. A lower atom placed here would have no bonds up and no dimer partner. Its only bond would be the vertical one, and it would have three dangling bonds. Leaving it out removes these three and exposes one, on the atom directly beneath. The corner hole thus costs one dangling bond instead of three.

The framework without adatoms has

$$D_{\rm frame}=N(N-1)+1=42+1=43 .$$

Without dimers the number would be $43+18=61$, more than the 49 of the cut crystal. The stacking fault alone does not save bonds; the saving needs the dimers that close its boundaries.

**A check by counting bonds from both ends.** There are $N^2-1=48$ lower atoms: 30 with three bonds up and 18 with two. The bonds between the halves of the bilayer number

$$30\cdot3+18\cdot2=90+36=126 .$$

Counted from above, 42 upper atoms with three bonds each give $42\cdot3=126$. The two counts agree.

### (c) The adatoms

An adatom makes three bonds and has one left over. It removes three dangling bonds and brings one, a net change of $-2$. This holds if no two adatoms claim the same upper atom, which has to be shown.

Label an upper atom of half I by the numbers $(p,q)$ of its C triangle. The point $(i,j)$ is a corner of the three C triangles

$$(i-1,j-1),\qquad (i-1,j),\qquad (i,j-1).$$

For odd $i$ and $j$ these labels are (even, even), (even, odd) and (odd, even). Within each class the label fixes $(i,j)$ uniquely, so no upper atom is claimed twice. Atoms with both labels odd are never claimed. These are the **rest atoms**, which keep their dangling bonds.

To count the adatoms, put $i=2\alpha+1$ and $j=2\beta+1$ with $\alpha,\beta\ge0$. The condition $i+j\le N-1=2n$ becomes $\alpha+\beta\le n-1$, which has $n+(n-1)+\dots+1=n(n+1)/2$ solutions. Both halves together hold

$$N_{\rm ad}=n(n+1)=12 .$$

To count the rest atoms, put $p=2\alpha+1$ and $q=2\beta+1$. The condition $p+q\le N-2=2n-1$ becomes $\alpha+\beta\le n-\tfrac32$. Since $\alpha+\beta$ is an integer, this means $\alpha+\beta\le n-2$, with $n(n-1)/2$ solutions. Both halves together hold

$$N_{\rm rest}=n(n-1)=6 .$$

All upper atoms are accounted for: $3\cdot12+6=42$.

The dangling bonds are now those of the adatoms, the rest atoms and the corner hole:

$$D_{\rm DAS}=n(n+1)+n(n-1)+1=2n^2+1 .$$

For $n=3$,

$$D_{\rm DAS}=12+6+1=19 .$$

The other route gives the same number: $43-2\cdot12=19$. Reconstruction lowers the count from 49 to 19 per cell. Of the 30 dangling bonds removed, which are 61% of the original number, the framework accounts for $49-43=6$ and the adatoms for 24.

**Atoms needed.** The top bilayer and adatoms of the DAS cell contain $48+42+12=102$ atoms, while the top bilayer of the cut crystal has $2\cdot49=98$. For general $n$ the difference is

$$(N^2-1)+N(N-1)+n(n+1)-2N^2=n^2+n-N-1=n^2-n-2=(n-2)(n+1),$$

which is 4 for $n=3$. A cut surface must obtain these four atoms per cell from elsewhere, for example from step edges or from a deposited flux.

**A count from coordinates.** The result was also tested without the formulas. Atoms were placed by the five rules, with dimer partners one bulk bond length apart, and two atoms were called bonded if they were closer than 0.282 nm, which is 1.2 bulk bond lengths. The 7x7 cell then has 12 dangling bonds on adatoms, 6 on upper atoms, none on lower atoms and 1 in the corner hole. The cells with $n=1$, 2 and 4 also follow $2n^2+1$.

One kind of close pair was left out of this search: an adatom and the lower atom straight below it. In unrelaxed coordinates the upper half of the bilayer lies $d/3$ above the lower half, where $d=0.2352$ nm is the bulk bond length. The adatom lies another $d/3$ higher, so the pair is $2d/3=0.157$ nm apart. The lower atom already has four bonds, so the pair is not counted as a bond. Such a short distance cannot persist in a real surface, where the atoms must move apart. Published relaxed structures nevertheless leave the two about one bond length apart, near 0.25 nm, which is still inside the cutoff. Leaving this pair out is therefore a convention of the four-bond count, and the distance search does not establish it. The adatom's bonds are also strongly bent: seen from an upper atom they leave at 70.5° to the surface normal, the direction in which its lost bond pointed. The ideal coordinates serve to establish who is bonded to whom, and they are not a relaxed structure.

### (d) What the count does and does not explain

Cells of different size must be compared per unit area. The number of dangling bonds per 1x1 cell is

$$r(n)=\frac{2n^2+1}{(2n+1)^2}.$$

Treating $n$ as continuous, the quotient rule gives

$$r'(n)=\frac{4n(2n+1)-4(2n^2+1)}{(2n+1)^3}=\frac{4(n-1)}{(2n+1)^3},$$

which is positive for $n>1$. The density therefore rises with cell size: 0.333 for 3x3, 0.360 for 5x5, 0.388 for 7x7 and 0.407 for 9x9. For large $n$ it tends to $\tfrac12$. In that limit the boundaries no longer matter, and each group of four upper atoms carries one adatom and leaves one rest atom, hence two dangling bonds per four 1x1 cells.

If the number of dangling bonds alone decided, 3x3 would beat 7x7. So would a cut crystal covered with adatoms in the $\sqrt3\times\sqrt3$ pattern. There every upper atom is bonded to an adatom, and one dangling bond remains per three 1x1 cells, again 0.333. The count explains why 7x7 is better saturated than the cut surface. The choice among reconstructions needs the energies of strain, of the fault and dimers, and of the electrons, which a count of bonds does not contain.

As for the electrons, in a neutral cell each dangling orbital brings one, so there are 19. All other valence electrons are paired in bonds. An odd number of electrons per cell cannot fill a whole number of spin-degenerate bands, since each such band takes two. In the band picture, without magnetic order or a larger cell, at least one band is partly filled, and the surface is metallic.

The 19 orbitals are not alike. If the six rest-atom orbitals and the corner-hole orbital lie lower in energy and are doubly occupied, they take $2\cdot7=14$ electrons, and 5 remain for the 12 adatom orbitals. That electrons move from adatoms to rest atoms is well established for the real surface. The number 19 thus counts unsaturated sites and should not be read as 19 half-filled orbitals of equal reactivity.

### (e) Waiting before deposition

**Densities.** The silicon lattice parameter $a=0.5431$ nm gives $a_s=a/\sqrt2=0.3840$ nm. The cell edge is $7a_s=2.688$ nm, and the cell area is

$$A=\frac{\sqrt3}{2}(2.688\ \text{nm})^2=6.258\ \text{nm}^2 .$$

The cut crystal has $49/A=7.83$ dangling bonds per nm². The DAS surface has

$$D=\frac{19}{6.258\ \text{nm}^2}=3.04\ \text{nm}^{-2}=3.04\times10^{14}\ \text{cm}^{-2}.$$

**Arrival rate.** In a gas of pressure $P$ and temperature $T$ the number density is $P/k_BT$. Molecules of mass $m$ have a Maxwell distribution of the velocity component $v$ towards the surface. Only molecules with $v>0$ approach the surface, so the flux is the full density times the integral of $v$ over that part of the normalised distribution:

$$F=\frac{P}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv .$$

The integral equals $k_BT/m$, so

$$F=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}} .$$

For water, with $m=18.015$ u, at 300 K and $10^{-11}$ Torr, this is $F=4.78\times10^{9}$ cm⁻² s⁻¹.

**Time.** Each molecule uses two dangling bonds, one for H and one for OH. A fraction $\theta=0.01$ is used up after

$$t=\frac{\theta D}{2F}=\frac{0.01\times3.036\times10^{14}}{2\times4.778\times10^{9}}\ \text{s}\approx318\ \text{s},$$

a little over five minutes. At the same flux and sticking, the cut surface would take 819 s to lose 1%, because it has $49/19$ times as many bonds to lose.

**Neglected effects.** As sites fill, arriving molecules find fewer of them. If both sites must be free and are occupied at random, then $d\theta/dt=(2F/D)(1-\theta)^2$. Separating the variables gives

$$\frac{2F}{D}\,t=\int_0^\theta\frac{d\theta'}{(1-\theta')^2}=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta}.$$

The time grows by the factor $1/(1-\theta)\approx1.01$, an increase of 1%. This law treats the 19 sites as alike and holds only at small $\theta$. If H and OH must go to a neighbouring adatom and rest atom, the correction at 1% is nearly the same, but uptake ends at $\theta=12/19$, when the six rest atoms are used. The sticking probability matters far more: a value of one half doubles the time to 635 s. Its value on the real surface is not computed here. With two bonds per molecule, 318 s is the shortest time possible at this pressure.

**Beside a real wafer.** The assumed water pressure is a rough value for a good ultrahigh-vacuum chamber, and the time scales inversely with it. Real wafers also have steps. A miscut of 0.1° with steps one bilayer (0.314 nm) high gives terraces $0.314/\tan0.1^\circ\approx180$ nm wide. If one row of 7x7 cells is disturbed at each step, this affects 1.3% of the surface. Even a doubled bond density in that row would raise the mean by just 1.3%.

Two other conditions can invalidate the number altogether. A wafer fresh from a hydrofluoric acid dip is covered with hydrogen and has few dangling bonds until the hydrogen is driven off. Above roughly 1100 K the 7x7 order is lost, and the count of 19 no longer describes the surface on which atoms are deposited. Most chip wafers, moreover, have the (001) orientation, whose reconstruction needs a count of its own.

The numerical output below lists the counts, densities and times.

## Computed values

```
Si lattice parameter: 0.5431 nm
1x1 surface lattice constant: 0.3840 nm
Bulk bond length: 0.2352 nm
Bond search cutoff: 0.2822 nm
Dangling bonds, cut between bilayers: 49 per 7x7 cell
Dangling bonds, cut inside a bilayer: 147 per 7x7 cell
Upper atoms of top bilayer in DAS: 42 per cell
Upper atoms in the faulted half: 21 per cell
Lower atoms of top bilayer in DAS: 48 per cell
Dimers: 9 per cell
Bonds from lower to upper atoms: 126 per cell
Adatoms: 12 per cell
Dangling, no dimers and no adatoms: 61 per cell
Dangling, dimers but no adatoms: 43 per cell
Dangling, full DAS but corner atom kept: 21 per cell
Dangling on adatoms: 12 per cell
Dangling on rest atoms: 6 per cell
Dangling on lower atoms of top bilayer: 0 per cell
Dangling in corner hole: 1 per cell
Dangling, full DAS: 19 per cell
Dangling bonds removed: 30 per cell
Fraction removed: 61.2 %
Extra atoms relative to cut crystal: 4 per cell
DAS 3x3: 3 per cell, 0.333 per 1x1 cell
DAS 5x5: 9 per cell, 0.360 per 1x1 cell
DAS 7x7: 19 per cell, 0.388 per 1x1 cell
DAS 9x9: 33 per cell, 0.407 per 1x1 cell
sqrt3 adatom layer: 0.333 per 1x1 cell
Electrons left for adatom orbitals: 5 per cell
7x7 cell edge: 2.688 nm
7x7 cell area: 6.258 nm^2
Dangling density, cut crystal: 7.830 nm^-2 = 7.830e+14 cm^-2
Dangling density, DAS: 3.036 nm^-2 = 3.036e+14 cm^-2
Temperature: 300 K
Water partial pressure: 1.0e-11 Torr
Water molecular mass: 18.015 u
Water impingement flux: 4.778e+09 cm^-2 s^-1
Fraction of dangling bonds lost: 1.0 %
Time to lose it, DAS: 318 s = 5.3 min
Time to lose it, cut crystal: 819 s
Time increase from site depletion: 1.01 %
Time, DAS, sticking probability 0.5: 635 s
Miscut angle: 0.1 degrees
Bilayer step height: 0.3136 nm
Terrace width: 180 nm
Share of surface in one cell row per step: 1.3 %
Unrelaxed contact under adatom: 0.1568 nm
Adatom bond angle from surface normal: 70.5 degrees
```
